Effective descent coefficient of a partly surfactant-decorated island edge

An atom deposited on top of a growing island wanders over the terrace until it steps down over the edge. The longer this takes, the more adatoms are present on top at a given deposition flux, and the more likely they are to meet and start a new layer before the lower one is complete. A surfactant bound at the edge can lower the barrier for stepping down. When there is too little of it to cover the whole edge, the atom meets stretches where descent is easy and others where it is hard. The question is which single descent coefficient describes such an edge.

Let n be the number of adatoms per unit area on top of the island, D their diffusion coefficient and F the deposition flux, uniform over the island. The growth is slow enough for a steady state at fixed island size. Adatoms do not meet one another, desorb, or climb back from the lower terrace, and the surfactant stays in place while an adatom is on the island. Then

D∇²n + F = 0 on the terrace, −D ∂n/∂ν = κn at the edge,

where ν is the outward normal. The local descent coefficient κ is a velocity: multiplied by the density, it gives the number of atoms leaving per unit edge length and time. It equals κ_d on the decorated fraction f of the edge length and κ_c on the clean remainder.

A square lattice of spacing a shows what κ contains. Let k be the hop rate in each direction. A column of sites has 1/a sites per unit length, each occupied with probability na², so the net flux between neighbouring columns is (1/a)k a²[n(x) − n(x+a)] ≈ −a²k ∂n/∂x. Hence D = a²k. If an edge site is left downwards at the rate k exp(−E/k_BT), with E the additional step barrier and the same attempt rate as on the terrace, the outflow per unit length is (1/a)na²k exp(−E/k_BT). Therefore

κ = ak exp(−E/k_BT), κa/D = exp(−E/k_BT).

Here the density at the last row of sites stands for the density at the edge, which is accurate when exp(−E/k_BT) is small.

Consider first an island of any shape, with area A and perimeter P. Integrating the diffusion equation over the terrace and using the edge law gives the balance of arrivals and departures,

FA = ∮ κn ds.

In a steady state the number N of adatoms on top equals the arrival rate FA times the mean residence time τ. If the density is uniform, N = nA and FA = n∮κ ds, so that

τ = N/(FA) = A/∮κ ds = A/(Pκ̄), κ̄ = fκ_d + (1−f)κ_c.

This is the length-weighted average. It rests on the uniform density, which slow crossing provides. To see this, write n = n₀ + n₁ with the constant n₀ = FA/∮κ ds. The remainder obeys D∇²n₁ = −F and −D ∂n₁/∂ν = κn₀ + κn₁. Now multiply κ everywhere by a small number ε. Then n₀ grows as 1/ε, while the product κn₀ keeps its value. The source and the leading edge flux of n₁ therefore stay fixed, and they balance by the choice of n₀. This determines n₁ up to a constant. The constant follows from FA = ∮κn ds, which requires ∮κn₁ ds = 0, a condition that does not change with ε. So n₁ stays finite. The ratio n₁/n₀ vanishes in proportion to ε. For a compact island of size L, about as wide as it is long and without narrow necks, this ratio is of order κL/D, which compares the diffusion time L²/D with the crossing time L/κ.

How small κL/D must be, and in which direction the average errs, can be worked out for a disc of radius R. Split the density into the profile that would exist with a perfectly open edge and a remainder h:

n = F(R² − r²)/(4D) + h.

Since ∇²r² = 4, the first term accounts for the whole deposition, and ∇²h = 0. At r = R the first term vanishes and its radial derivative is −FR/(2D). The edge law −D ∂n/∂r = κn becomes FR/2 − D ∂h/∂r = κh, or

D ∂h/∂r + κh = FR/2 at r = R.

Let ⟨…⟩ denote an average over the edge length. A harmonic function has the same average, h(0), over every circle centred at the origin, so its average over the disc equals its edge average ⟨h⟩. The first term of n contributes

∫₀ᴿ [F(R² − r²)/(4D)] 2πr dr = (πF/2D)(R⁴/2 − R⁴/4) = πFR⁴/(8D)

adatoms, and the second πR²⟨h⟩. Dividing by the arrival rate πR²F gives

τ = R²/(8D) + ⟨h⟩/F.

For a uniform edge h is constant and equals FR/(2κ). We define κ_eff as the uniform coefficient that gives the same τ as the decorated edge. Hence

κ_eff = FR/(2⟨h⟩), τ = R²/(8D) + R/(2κ_eff).

Within this model no approximation has been made so far. The first part of τ is the time needed to reach an open edge; the second is the delay due to the finite descent coefficient. Without an additional barrier, κ is of order D/a and the second part of order aR/D; the numerical factor depends on where within the last lattice spacing the edge is placed. This part is small beside the first when R is many times larger than a.

Averaging the edge equation removes the derivative, because ⟨h⟩ is the same on all circles. What remains is ⟨κh⟩ = FR/2, and so

κ_eff = ⟨κh⟩/⟨h⟩.

The effective coefficient is an average weighted by the edge density. On average the density is lower where descent is easy, which reduces the weight of the large coefficient. Slow crossing removes the depletion and leaves the plain length average.

To calculate the depletion, expand h in angular modes, h = Σ h_m (r/R)^|m| exp(imθ), with m running over all integers. At the edge ∂/∂r multiplies mode m by |m|/R. Call this operation Λ, so that the edge equation reads (DΛ + κ)h = FR/2. Now write h = ⟨h⟩ + u, where u has zero mean, and κ = κ̄ + δκ. Since Λ gives zero on a constant and ⟨κu⟩ = ⟨δκ u⟩, the mean of the edge equation is

κ̄⟨h⟩ + ⟨δκ u⟩ = FR/2.

Let Q remove the mean of a function. The rest of the equation is

DΛu + Qκu + δκ⟨h⟩ = 0, hence u = −⟨h⟩B⁻¹δκ, B = DΛ + QκQ,

with B acting on functions of zero mean. Inserting u into the mean equation and dividing by ⟨h⟩ gives

κ_eff = κ̄ − ⟨δκ B⁻¹δκ⟩.

The operator B is symmetric, and ⟨uBu⟩ = (D/R)Σ|m||u_m|² + ⟨κu²⟩ is positive for every u other than zero. The subtracted term is therefore positive whenever κ varies along the edge. On a disc the length average is an upper bound. A uniform edge reaches it; a varying edge stays below it, but approaches it when crossing is slow or, as shown below, when the decorated length is divided into many evenly spaced arcs. The bound relies on the symmetry of the disc. On a square island the uniform coefficient giving the same τ can lie slightly above κ̄ when the middles of the sides are decorated and the corners are clean.

A bound from below follows from completing the square. For real functions b and u and a positive symmetric B,

2⟨bu⟩ − ⟨uBu⟩ = ⟨bB⁻¹b⟩ − ⟨(u − B⁻¹b)B(u − B⁻¹b)⟩.

The last term is never positive, so ⟨bB⁻¹b⟩ is the maximum of the left side over u. Making B larger lowers the left side for every u and thus lowers the maximum. Since B exceeds DΛ by the non-negative part QκQ, replacing B by DΛ can only increase the subtracted term:

κ̄ − κ_eff ≤ (R/D) Σ_{m≠0} |κ_m|²/|m|, κ_m = ⟨κ exp(−imθ)⟩.

Now let the decorated length consist of p equal arcs at equal spacing. The pattern repeats after the angle 2π/p, so only modes m = pj with integer j occur. Each arc extends over πf/p on either side of its centre, and the p arcs contribute equally. For j ≠ 0, with Δ = κ_d − κ_c,

κ_pj = p(Δ/2π) ∫ exp(−ipjθ) dθ = p(Δ/2π) · 2 sin(πjf)/(pj) = Δ sin(πjf)/(πj),

where the integral runs from −πf/p to πf/p. Positive and negative j give equal terms, and the bound becomes

κ̄ − κ_eff ≤ 2RΔ²S(f)/(π²pD), S(f) = Σ_{j≥1} sin²(πjf)/j³.

The right side is also the leading value of the deficit for slow crossing. Let κ_max be the larger of the two coefficients. For the functions that matter here |m| ≥ p, so Λ is at least p/R, and

B ≤ DΛ + κ_max ≤ [1 + κ_maxR/(pD)] DΛ.

By the same maximum argument the deficit is at least the right side of the bound divided by 1 + κ_maxR/(pD). The two limits close on each other as κ_maxR/(pD) tends to zero.

A condition that does not depend on f follows when the decorated part is the faster one. Then Δ² ≤ κ_d² and κ̄ ≥ fκ_d. Because sin²x ≤ x for positive x, S(f) ≤ πf Σ1/j² = π³f/6. Together these give

(κ̄ − κ_eff)/κ̄ ≤ (π/3) κ_dR/(pD).

It is thus sufficient, whatever the value of f, that the fast coefficient is small compared with pD/R. A small value of κ_cR/D alone does not suffice. The factor p has a simple origin: the density variation of mode m falls off as (r/R)^|m|, over a depth of about R/|m|. Adatoms need to mix over the spacing of the arcs and not over the whole island.

The opposite limit gives a different average. The solution of the edge equation is h = (FR/2)(DΛ + κ)⁻¹1, so that 1/κ_eff = ⟨1 (DΛ + κ)⁻¹ 1⟩. By the maximum property, for every real function v on the edge,

1/κ_eff ≥ 2⟨v⟩ − ⟨κv²⟩ − D⟨vΛv⟩,

with equality for the best v. Leaving out the last term can only raise the maximum, which is then attained at v = 1/κ. Hence 1/κ_eff ≤ ⟨1/κ⟩, and κ_eff is never below the harmonic mean. When D tends to zero at fixed κ, a smooth v close to 1/κ makes the last term vanish and brings the right side as near to ⟨1/κ⟩ as desired. The harmonic mean is then reached. Physically, each part of the edge must now pass on the flux FR/2 that arrives at it, since atoms have no time to move sideways to an easier exit. The local density is FR/(2κ), and densities rather than coefficients are averaged.

For a numerical example take round model parameters: T = 300 K, so k_BT = 0.02585 eV; a = 0.25 nm; an attempt rate of 10¹³ s⁻¹ per direction; and a diffusion barrier of 0.40 eV. The additional step barrier is 0.20 eV on the clean edge and 0.15 eV on the decorated edge. The island has R = 10 nm, and one arc with f = 0.3 is decorated. The hop rate is k = 1.907×10⁶ s⁻¹, and

D = (0.25 nm)² × 1.907×10⁶ s⁻¹ = 1.192×10⁵ nm²/s.

The relation κ = ak exp(−E/k_BT) was derived for a straight edge along a lattice row. On a round edge the number of exits per unit length depends on the local orientation; this is ignored here, and the relation serves to set model values. A disc of this radius cut from a square lattice has 4/π times as many exits per unit length, which would shorten the residence time found below from about 9 to about 7 ms while leaving its ratio to the clean-edge value almost unchanged. The two coefficients are κ_c = 208 nm/s and κ_d = 1440 nm/s. In units of D/R they are 0.0175 and 0.121, so crossing is slow on both parts. The length average is

κ̄ = 0.3 × 1440 + 0.7 × 208 = 578 nm/s.

The mode equation gives κ_eff = 559 nm/s, which is 3.3 % below κ̄. A direct solution of the diffusion equation on a grid gives the same value to the digits quoted. With S(0.3) = 0.7915 and κ̄R/D = 0.0485, the leading formula for the relative deficit yields

2 × (0.1208 − 0.0175)² × 0.7915/(π² × 0.0485) ≈ 0.035.

The lower limit on the deficit is this value divided by 1.121, or 3.2 %, so the result lies between its two limits. The condition that holds for every f allows 12.7 % here; it is safe but far from sharp.

The residence time is

τ = 0.105 ms + 10 nm/(2 × 559 nm/s) = 9.05 ms.

Nearly all of it is waiting for a successful descent. The length average would give 8.76 ms, and a fully clean edge 24.1 ms. Decorating three tenths of the edge thus shortens the stay by a factor of about 2.7, and at equal flux the mean number of adatoms on top falls by the same factor.

The small depletion can be seen directly. The mean density along the decorated arc is 0.95 of the edge average, and along the clean arc 1.02. Used as weights, these numbers reproduce the effective coefficient,

0.3 × 0.95 × 1440 + 0.7 × 1.02 × 208 ≈ 559 nm/s.

The decorated arc takes 73 % of the departing atoms, although it is 30 % of the edge. A uniform density would give it 75 %.

Averaging the barriers instead of the coefficients gives a different answer. The length-averaged barrier is 0.3 × 0.15 + 0.7 × 0.20 = 0.185 eV, which corresponds to 372 nm/s, about one third below κ_eff. The exponential is a convex function, so the average of exp(−E/k_BT) is at least the exponential at the average barrier. The barrier defined by the effective coefficient,

E_eff = −k_BT ln(κ_eff a/D) = 0.1745 eV,

accordingly lies below 0.185 eV. This order belongs to slow crossing. In the opposite limit κ_eff is the harmonic mean, here 280 nm/s, which is smaller than 372 nm/s, and the order is reversed.

Nor is E_eff the slope of an Arrhenius plot. For slow crossing and fixed f, put β = 1/k_BT and differentiate κ̄a/D = f exp(−βE_d) + (1−f) exp(−βE_c):

−d ln(κ̄a/D)/dβ = [fκ_dE_d + (1−f)κ_cE_c]/κ̄.

Each barrier is weighted by its share of the outflow. With the uniform-density shares this is 0.748 × 0.15 + 0.252 × 0.20 = 0.163 eV. This is the slope for κ̄a/D; a plot of κ̄ itself also carries the diffusion barrier. The slope for κ_eff a/D is slightly smaller here, 0.159 eV, because the relative deficit grows with temperature. This shift can take it below both step barriers even at fixed f: with 0.25 eV in place of 0.20 eV on the clean edge it is 0.147 eV. If the decorated fraction itself changes with temperature, its derivative adds a further term, and then the slope for κ̄a/D need not lie between the two step barriers either.

The dependence on coverage is close to linear. For f = 0.1, 0.5 and 0.9 the length averages are 331, 824 and 1317 nm/s, and the corresponding κ_eff are 327, 799 and 1312 nm/s. The absolute deficits at f = 0.1 and 0.9 are almost equal, 4.76 and 4.82 nm/s, as the symmetry S(f) = S(1−f) requires at leading order. Relative to κ̄ the error is 1.4 % at f = 0.1 but 0.4 % at f = 0.9, because the same deficit is divided by a larger average.

Splitting the decorated 30 % into 1, 2, 4 and 8 arcs gives relative deficits of 3.29, 1.71, 0.87 and 0.44 %. Each doubling divides the error by slightly less than two, and the factor approaches two as p grows, in agreement with the two limits on the deficit. The trend cannot be followed down to single edge atoms within this description, since the density would then vary over a lattice spacing, where the diffusion equation does not hold.

The passage between the two averages appears when both coefficients are multiplied by a common factor at fixed D. For factors 0.1, 1, 10 and 100 the ratio κ_eff/κ̄ is 0.996, 0.967, 0.795 and 0.564; the harmonic mean corresponds to 0.485. At factor 10 the decorated part has κ_dR/D = 1.2, and the length average is already too large by a quarter of κ_eff. At factor 10⁴ the ratio lies within half a per cent of the harmonic-mean value. That last point illustrates the mathematics of the edge equation and not an ordinary step: κ_c a/D would exceed one, which means descent faster than a terrace hop. At that factor the choice of average changes τ by only 1 %, because R/(2κ_eff) is small beside R²/(8D). At factor 100, where descent is still slower than a terrace hop, the two terms are comparable and τ is 35 % longer than the length average would give.

The length-weighted law for other shapes can be checked without the diffusion equation. Take a square island of 20 × 20 lattice sites. Descent occurs at 2×10⁻⁴ of the hop rate k across each edge bond of one side and at 10⁻⁵ of it across those of the other three. A corner site has two such bonds. The average ratio is 0.25 × 2×10⁻⁴ + 0.75 × 10⁻⁵ = 5.75×10⁻⁵. With A = (20a)², P = 80a and κ̄ = 5.75×10⁻⁵ ak, the law predicts

τ = A/(Pκ̄) = 20/(4 × 5.75×10⁻⁵ k) = 86 957/k.

Solving the hopping equations for all sites gives 87 045/k, longer by 0.1 %. The excess of 89/k is below the diffusion time L²/D = 400/k, the scale on which a correction is expected. Averaging the barriers along the edge would give 236 435/k, too long by a factor of 2.7.

Two of the assumptions limit the use of these results most directly. The fraction f counts length along which descent has a given coefficient; if the clean edge itself has facets or kinks with different barriers, the average must run over all of these classes. The formula κ̄ = ⟨κ⟩ then has more than two terms and applies as long as descent is slow in every class. A kink without an additional barrier depletes its surroundings, and the length average then overestimates the descent. And τ describes adatoms that do not meet. When crossing is slow, two adatoms present at the same time usually meet before either descends, in the example about four times out of five. The results therefore require FAτ ≪ 1. For the example island of about 5000 sites this means a flux well below 0.02 monolayer per second, or 0.008 for the clean edge. Once nucleation on top becomes frequent, it removes adatoms from the terrace, and the balance between deposition and descent alone no longer fixes their number. The numerical output below lists the values used here.

Table of computed values

```
temperature = 300 K, kT = 0.02585 eV
lattice spacing = 0.25 nm, attempt rate = 1e+13 1/s
diffusion barrier = 0.40 eV
step barriers clean, decorated = 0.20, 0.15 eV
island radius = 10.0 nm, decorated fraction = 0.30
hop rate per direction = 1.9068e+06 1/s
D = 1.1917e+05 nm^2/s, D/R = 1.1917e+04 nm/s
kappa clean = 208.15 nm/s, decorated = 1439.95 nm/s
kappa*R/D clean = 0.01747, decorated = 0.12083
length-weighted kappa = 577.69 nm/s, times R/D = 0.04848
kappa_eff, mode equation = 558.66 nm/s
kappa_eff, diffusion grid = 558.65 nm/s
harmonic-mean kappa = 280.01 nm/s
kappa from averaged barrier = 371.85 nm/s
relative deficit, mode equation = 3.294 %
relative deficit, leading formula = 3.535 %
S(f) = 0.79151
terrace time R^2/(8D) = 0.1049 ms
residence time with kappa_eff = 9.055 ms
residence time with length average = 8.760 ms
residence time, fully clean edge = 24.126 ms
effective step barrier = 0.1745 eV
length-averaged step barrier = 0.1850 eV
share leaving by decorated arc = 73.34 %
same share for uniform density = 74.78 %
decorated-arc density / edge mean = 0.9485
clean-arc density / edge mean = 1.0221
fraction | length average (nm/s) | kappa_eff (nm/s)
0.1 | 331.33 | 326.57
0.3 | 577.69 | 558.66
0.5 | 824.05 | 798.60
0.7 | 1070.41 | 1050.98
0.9 | 1316.77 | 1311.95
number of arcs | relative deficit (%)
1 | 3.294
2 | 1.705
4 | 0.868
8 | 0.438
crossing speed factor | kappa_eff / length average
0.01 | 0.99965
0.1 | 0.99649
1 | 0.96706
10 | 0.79534
100 | 0.56428
10000 | 0.48672
harmonic mean / length average = 0.48471
square island: side = 20 sites, one side decorated
descent/hop rate clean, decorated = 1e-05, 2e-04
residence time, master equation = 87045.3 hop times
residence time, length average = 86956.5 hop times
residence time, averaged barrier = 236435.4 hop times
```
